# Why conformal films round trench shoulders but keep bottom corners sharp: verification in Python

```python
# RESULT UNDER TEST: growth at equal speed along every outward normal gives the
# set of points within h (film thickness) of the substrate. A sharp convex
# shoulder becomes an arc of radius h; a concave bottom corner stays sharp.
# Symbols: w, depth = trench width and depth; h = thickness; R0 = initial radius;
# kappa = curvature; beta = sticking probability; v = growth speed;
# B = surface-diffusion coefficient in v_n = v + B*kappa_ss (convex kappa > 0);
# ell = (B/v)**(1/3). Trench geometry is in nm, gas and diffusion data in SI.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_bvp, solve_ivp
from scipy.optimize import brentq
from scipy.spatial import cKDTree


def show(label, value, unit="", digits=5):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


def segment(p, q, step=0.5):
    p, q = np.array(p, float), np.array(q, float)
    n = int(round(np.linalg.norm(q - p) / step))
    return p + np.linspace(0, 1, n + 1)[:, None] * (q - p)


def front(tree, start, direction, low, high, thickness):
    """Distance along a ray at which the substrate is 'thickness' away."""
    start, direction = np.array(start, float), np.array(direction, float)
    return brentq(lambda s: tree.query(start + s * direction)[0] - thickness,
                  low, high)


# ---------- smooth curve: curvature of the displaced surface ----------
a, b = 2.0, 1.0
angle = np.linspace(0, 2 * np.pi, 20001)
ellipse = np.column_stack((a * np.cos(angle), b * np.sin(angle)))
normal = np.column_stack((b * np.cos(angle), a * np.sin(angle)))
normal /= np.linalg.norm(normal, axis=1)[:, None]
kappa0 = a * b / (a**2 * np.sin(angle)**2 + b**2 * np.cos(angle)**2)**1.5
for shift in (0.7, -0.3):        # vapour outside (convex), inside (concave)
    X, Y = (ellipse + shift * normal).T
    dX, dY = np.gradient(X, angle), np.gradient(Y, angle)
    ddX, ddY = np.gradient(dX, angle), np.gradient(dY, angle)
    measured = (dX * ddY - dY * ddX) / (dX**2 + dY**2)**1.5
    predicted = kappa0 / (1 + shift * kappa0)
    assert np.allclose(measured[5:-5], predicted[5:-5], rtol=1e-3)
# A concave marker overruns filled space once h exceeds the local radius b^2/a.
ellipse_tree = cKDTree(ellipse)
assert abs(ellipse_tree.query([a - 0.4, 0])[0] - 0.4) < 1e-5
assert ellipse_tree.query([a - 0.8, 0])[0] < 0.8 - 0.01

# ---------- the trench ----------
w, depth, h = 400.0, 1000.0, 100.0
half = w / 2
substrate = np.vstack((
    segment((-600, 0), (-half, 0)), segment((-half, 0), (-half, -depth)),
    segment((-half, -depth), (half, -depth)),
    segment((half, -depth), (half, 0)), segment((half, 0), (600, 0))))
tree = cKDTree(substrate)

# Shoulder: circle through three points of the film surface.
columns = np.array([195.0, 170.0, 130.0])
heights = np.array([front(tree, (c, 0), (0, 1), 0, 200, h) for c in columns])
matrix = np.column_stack((2 * columns, 2 * heights, np.ones(3)))
cx, cy, c0 = np.linalg.solve(matrix, columns**2 + heights**2)
shoulder_radius = np.sqrt(c0 + cx**2 + cy**2)
assert abs(shoulder_radius - h) < 0.05
assert abs(cx - half) < 0.05 and abs(cy) < 0.05

# Bottom corner: both films are still flat 0.1 nm from their meeting point.
floor_film = front(tree, (half - h - 0.1, -depth), (0, 1), 1, 500, h)
wall_film = front(tree, (half, -depth + h + 0.1), (-1, 0), 1, 200, h)
assert abs(floor_film - h) < 0.01 and abs(wall_film - h) < 0.01
diagonal = front(tree, (half, -depth), (-np.sqrt(0.5), np.sqrt(0.5)), 1, 250, h)
assert abs(diagonal - np.sqrt(2) * h) < 0.01

# Film area, and which substrate point owns each piece of film.
cell = 2.0
gx, gy = np.meshgrid(np.arange(-399, 400, cell), np.arange(-999, 200, cell))
cells = np.column_stack((gx.ravel(), gy.ravel()))
vapour = (cells[:, 1] > 0) | (np.abs(cells[:, 0]) < half)
cells = cells[vapour]
distance, foot = tree.query(cells)
film = distance < h
film_area = film.sum() * cell**2
length = 2 * (400 - half) + 2 * depth + w
corner_area = film_area - h * length
assert abs(corner_area - (np.pi / 2 - 2) * h**2) < 100   # counting error


def owned_area(corner):
    gap = np.linalg.norm(substrate[foot[film]] - np.array(corner), axis=1)
    return (gap < 0.1).sum() * cell**2


shoulder_owned = owned_area((half, 0))
bottom_owned = owned_area((half, -depth))
assert abs(shoulder_owned - np.pi * h**2 / 4) < 60
assert bottom_owned == 0

# Uniform etch-back by h: solid farther than h from the film surface survives.
inner = half - h
arc = np.linspace(np.pi / 2, np.pi, 400)
right_arc = np.column_stack((half + h * np.cos(arc), h * np.sin(arc)))
film_surface = np.vstack((
    segment((-600, h), (-half, h)), right_arc * [-1, 1],
    segment((-inner, 0), (-inner, -depth + h)),
    segment((-inner, -depth + h), (inner, -depth + h)),
    segment((inner, -depth + h), (inner, 0)), right_arc,
    segment((half, h), (600, h))))
left = cKDTree(film_surface).query(cells[film])[0] > h + 0.01
residue = left.sum() * cell**2
assert abs(residue - 2 * (1 - np.pi / 4) * h**2) < 100
assert np.all(cells[film][left][:, 1] < -depth + h)      # none at shoulders

# Rounded bottom corner: rounding is consumed at h = R0.
R0 = 20.0
turn = np.linspace(np.pi, 1.5 * np.pi, 1000)
rounded = np.vstack((segment((R0, 0), (400, 0), 0.1),
                     segment((0, R0), (0, 400), 0.1),
                     np.column_stack((R0 + R0 * np.cos(turn),
                                      R0 + R0 * np.sin(turn)))))
rounded_tree = cKDTree(rounded)
early = front(rounded_tree, (0, 0), (1, 1), 6, 200, 10.0)
late = front(rounded_tree, (0, 0), (1, 1), 6, 200, 60.0)
assert abs(early - (R0 - (R0 - 10) / np.sqrt(2))) < 0.01
assert abs(late - 60) < 0.01

# Overfilled trench: the two shoulder arcs meet in a notch.
h_over = 250.0
notch = h_over - front(tree, (0, 0), (0, 1), 0, 400, h_over)
assert abs(notch - (h_over - np.sqrt(h_over**2 - half**2))) < 0.01
assert distance[cells[:, 1] < 0].max() <= half


# ---------- sharp corners under the local law with surface diffusion ----------
def corner_growth(slope, times, width, dx):
    """Surface y(x,t), initially slope*|x|; lengths in ell, times in ell/v."""
    x = np.arange(0, width + dx / 2, dx)

    def rate(t, y):
        p = np.append(np.diff(y) / dx, slope)
        root = np.sqrt(1 + p**2)
        q = p / root
        bend = np.diff(np.concatenate(([-q[0]], q))) / dx
        flow = np.append(np.diff(bend) / dx, 0.0) / root
        spread = np.diff(np.concatenate(([-flow[0]], flow))) / dx
        mid = 0.5 * (p + np.concatenate(([-p[0]], p[:-1])))
        return np.sqrt(1 + mid**2) - spread

    run = solve_ivp(rate, (0, times[-1]), slope * x, method="LSODA",
                    t_eval=times, lband=2, uband=2, rtol=1e-8, atol=1e-9)
    assert run.success
    p0 = (run.y[1] - run.y[0]) / dx
    apex_bend = 2 * p0 / np.sqrt(1 + p0**2) / dx
    return apex_bend, rate(0, run.y[:, -1])[0]


convex_bend, _ = corner_growth(-1.0, [20.0, 40.0], 60.0, 0.2)
convex_radius = -1 / convex_bend
assert abs(convex_radius[1] - convex_radius[0] - 20) < 0.4
concave_bend, apex_speed = corner_growth(1.0, [10.0, 20.0], 15.0, 0.1)

# Steady travelling concave corner: tangent angle theta against arc length.
s = np.linspace(0, 12, 121)
guess = np.pi / 4 * np.vstack((np.tanh(s), np.cosh(s)**-2,
                               -2 * np.tanh(s) * np.cosh(s)**-2))
steady = solve_bvp(
    lambda s, f: np.vstack((f[1], f[2], 1 - np.sqrt(2) * np.cos(f[0]))),
    lambda f0, f1: np.array([f0[0], f0[2], f1[0] - np.pi / 4]),
    s, guess, tol=1e-7, max_nodes=20000)
assert steady.success
steady_radius = 1 / steady.sol(0)[1]
assert abs(concave_bend[1] * steady_radius - 1) < 0.02
assert abs(apex_speed - np.sqrt(2)) < 0.02


# ---------- gas supply in molecular flow ----------
def floor_flux(width, deep, beta, n=200, m=20):
    """Mean floor flux / open-surface flux, from view factors."""
    ys, xs = np.linspace(0, deep, n + 1), np.linspace(0, width, m + 1)

    def ends(yy, xx, last):
        return np.vstack((np.column_stack((0 * yy, yy)),
                          np.column_stack((0 * yy + width, yy)),
                          np.column_stack((xx, 0 * xx)), [last]))

    A = ends(ys[:-1], xs[:-1], (0, deep))
    E = ends(ys[1:], xs[1:], (width, deep))

    def gap(p, q):
        return np.linalg.norm(p[:, None] - q[None], axis=2)

    exchange = 0.5 * np.abs(gap(A, A) + gap(E, E) - gap(A, E) - gap(E, A))
    np.fill_diagonal(exchange, 0)
    view = exchange / np.linalg.norm(E - A, axis=1)[:, None]
    walls = view[:-1, :-1]
    flux = np.linalg.solve(np.eye(len(walls)) - (1 - beta) * walls,
                           view[:-1, -1])
    return flux[-m:].mean()


def wall_hits(width, deep, rays, rng):
    """Wall hits of random paths from the floor until they leave the mouth."""
    x, y = rng.uniform(0, width, rays), np.zeros(rays)
    nx, ny = np.zeros(rays), np.ones(rays)
    hits, live = np.zeros(rays), np.arange(rays)
    while live.size:
        sine = rng.uniform(-1, 1, live.size)
        cosine = np.sqrt(1 - sine**2)
        dx, dy = cosine * nx - sine * ny, cosine * ny + sine * nx
        tx = np.where(dx > 0, width - x, -x) / dx
        ty = np.where(dy > 0, deep - y, -y) / dy
        side = tx < ty
        keep = side | (dy <= 0)
        x = np.where(side, np.where(dx > 0, width, 0.0), x + ty * dx)[keep]
        y = np.where(side, y + tx * dy, 0.0)[keep]
        nx = np.where(side, np.where(dx > 0, -1.0, 1.0), 0.0)[keep]
        ny = np.where(side, 0.0, 1.0)[keep]
        live = live[keep]
        hits[live] += 1
    return hits


T, pressure_torr, rate_nm_min = 833.0, 0.3, 2.5
pressure = pressure_torr * const.torr
v = rate_nm_min * 1e-9 / 60
atom_density = 5e28                       # rough, silicon atoms per m^3
silane_mass = 32 * const.atomic_mass      # rounded
silane_diameter = 0.4e-9                  # rough
kT = const.k * T
arrival = pressure / np.sqrt(2 * np.pi * silane_mass * kT)
beta = v * atom_density / arrival
free_path = kT / (np.sqrt(2) * np.pi * silane_diameter**2 * pressure)
assert free_path > 100 * depth * 1e-9

hits = wall_hits(w - 2 * h, depth, 40000, np.random.default_rng(7))
loss_film = 1 - floor_flux(w - 2 * h, depth, beta)
loss_slit = 1 - floor_flux(20.0, depth, beta)
assert abs(loss_film / (beta * hits.mean()) - 1) < 0.04  # sampling error
assert abs(floor_flux(w - 2 * h, depth, 0.1) - np.mean(0.9**hits)) < 0.006
direct = floor_flux(w - 2 * h, depth, 1.0)
assert abs(direct - np.mean(hits == 0)) < 0.006

# ---------- size of surface diffusion ----------
D0, barrier, surface_energy = 1e-5, 2.3, 1.2   # rough crystalline-Si values
diffusivity = D0 * np.exp(-barrier * const.e / kT)
B = diffusivity * surface_energy * atom_density**(2 / 3 - 2) / kT
ell = (B / v)**(1 / 3) * 1e9

# ---------- printed numbers ----------
show("trench width", w, "nm")
show("trench depth", depth, "nm")
show("film thickness h", h, "nm")
show("shoulder radius measured on film", shoulder_radius, "nm")
show("shoulder arc centre, x from trench axis", cx, "nm")
show("floor film 0.1 nm from bottom vertex", floor_film, "nm")
show("old to new bottom corner, diagonal", diagonal, "nm")
show("substrate length in window", length, "nm")
show("film area counted", film_area, "nm^2", 6)
show("film area minus h*length, counted", corner_area, "nm^2")
show("same, formula", (np.pi / 2 - 2) * h**2, "nm^2")
show("film area owned by one shoulder edge", shoulder_owned, "nm^2")
show("quarter disc of radius h", np.pi * h**2 / 4, "nm^2")
show("film area owned by one bottom corner", bottom_owned, "nm^2")
show("etch-back residue, both bottom corners", residue, "nm^2")
show("rounded bottom corner, initial radius R0", R0, "nm")
show("its bisector point x=y at h=10 nm", early, "nm")
show("its bisector point x=y at h=60 nm", late, "nm")
show("overfill thickness", h_over, "nm")
show("notch depth after overfill", notch, "nm")
show("convex radius at h=20 ell", convex_radius[0], "ell")
show("convex radius at h=40 ell", convex_radius[1], "ell")
show("concave radius at h=10 ell", 1 / concave_bend[0], "ell")
show("concave radius at h=20 ell", 1 / concave_bend[1], "ell")
show("concave radius, steady profile", steady_radius, "ell")
show("concave apex speed / v", apex_speed)
show("temperature", T, "K")
show("silane pressure", pressure_torr, "Torr")
show("growth rate", rate_nm_min, "nm/min")
show("deposition time", h / rate_nm_min, "min")
show("silicon atom density (rough)", atom_density * 1e-27, "nm^-3")
show("silane diameter (rough)", silane_diameter * 1e9, "nm")
show("silane arrival flux", arrival * 1e-18, "nm^-2 s^-1", 3)
show("sticking probability beta", beta, "", 3)
show("mean free path", free_path * 1e9, "nm", 2)
show("mean wall hits, 200 nm slit", hits.mean(), "", 3)
show("floor flux loss, 200 nm slit", 100 * loss_film, "%", 2)
show("floor flux loss, 20 nm slit", 100 * loss_slit, "%", 2)
show("floor flux at sticking 1, 200 nm slit", 100 * direct, "%", 3)
show("floor loss per 1% radical-grown film", 1 - direct, "%", 2)
show("surface diffusion prefactor (rough)", D0 * 1e4, "cm^2/s")
show("surface diffusion barrier (rough)", barrier, "eV")
show("surface energy (rough)", surface_energy, "J/m^2")
show("surface diffusivity", diffusivity * 1e4, "cm^2/s", 2)
show("length ell", ell, "nm", 2)
show("time ell/v", ell * 1e-9 / v, "s", 2)
show("steady bottom-corner radius", steady_radius * ell, "nm", 2)
show("same, diffusivity 1000x", steady_radius * ell * 1000**(1 / 3), "nm", 2)
print("all good")
```

It prints:

```
trench width: 400 nm
trench depth: 1000 nm
film thickness h: 100 nm
shoulder radius measured on film: 100 nm
shoulder arc centre, x from trench axis: 200 nm
floor film 0.1 nm from bottom vertex: 100 nm
old to new bottom corner, diagonal: 141.42 nm
substrate length in window: 2800 nm
film area counted: 275720 nm^2
film area minus h*length, counted: -4280 nm^2
same, formula: -4292 nm^2
film area owned by one shoulder edge: 7860 nm^2
quarter disc of radius h: 7854 nm^2
film area owned by one bottom corner: 0 nm^2
etch-back residue, both bottom corners: 4280 nm^2
rounded bottom corner, initial radius R0: 20 nm
its bisector point x=y at h=10 nm: 12.929 nm
its bisector point x=y at h=60 nm: 60 nm
overfill thickness: 250 nm
notch depth after overfill: 100 nm
convex radius at h=20 ell: 21.514 ell
convex radius at h=40 ell: 41.513 ell
concave radius at h=10 ell: 1.4763 ell
concave radius at h=20 ell: 1.4854 ell
concave radius, steady profile: 1.4854 ell
concave apex speed / v: 1.414
temperature: 833 K
silane pressure: 0.3 Torr
growth rate: 2.5 nm/min
deposition time: 40 min
silicon atom density (rough): 50 nm^-3
silane diameter (rough): 0.4 nm
silane arrival flux: 6.45e+05 nm^-2 s^-1
sticking probability beta: 3.23e-06
mean free path: 4e+05 nm
mean wall hits, 200 nm slit: 15.9
floor flux loss, 200 nm slit: 0.0051 %
floor flux loss, 20 nm slit: 0.2 %
floor flux at sticking 1, 200 nm slit: 9.9 %
floor loss per 1% radical-grown film: 0.9 %
surface diffusion prefactor (rough): 0.1 cm^2/s
surface diffusion barrier (rough): 2.3 eV
surface energy (rough): 1.2 J/m^2
surface diffusivity: 1.2e-15 cm^2/s
length ell: 1.2 nm
time ell/v: 28 s
steady bottom-corner radius: 1.8 nm
same, diffusivity 1000x: 18 nm
all good
```
